# Extrapolating Charged-Defect Energies from Three or Four Noisy Supercells: verification in Python

```python
"""Extrapolation of charged-defect energies: E(L) = E_inf + a/L + b/L^3.

Result under test: the least-squares intercept is sum_i w_i E_i.  Independent
noise of standard deviation s gives an intercept error s*|w|_2, and an omitted
term c/L^5 gives a bias c*sum_i w_i/L_i^5.  Closed forms hold for three sizes;
a four-size fit is a determinant-weighted average of three-size fits.
Symbols: L cubic cell edge (angstrom), x = 1/L, q charge in units of e,
eps dielectric constant, alpha Madelung constant of the simple cubic lattice.
Test data: six Gaussian charges q/6 at octahedron vertices (distance d from
the centre, width sigma), periodic with a uniform neutralizing background.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.special import erf, erfc
from scipy.stats import t as student_t

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
bohr = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
q, eps, d, sigma, lattice = 2.0, 10.0, 2.0, 0.7, 4.0
noise = 0.010                                               # eV


def design(L):
    x = 1 / np.asarray(L, float)
    return np.column_stack([np.ones_like(x), x, x**3])


def intercept_weights(L):
    L = np.asarray(L, float)
    return np.linalg.pinv(design(L / L.min()))[0]


def fit(X, y):
    return np.linalg.lstsq(X, y, rcond=None)[0]


def integer_grid(n):
    i = np.arange(-n, n + 1, dtype=float)
    return i[:, None, None], i[None, :, None], i[None, None, :]


def periodic_energy(L):
    n = int(np.ceil(6.2 * L / (2 * np.pi * sigma)))
    gx, gy, gz = [2 * np.pi / L * i for i in integer_grid(n)]
    g2 = gx**2 + gy**2 + gz**2
    g2[n, n, n] = np.inf
    shape = (np.cos(gx * d) + np.cos(gy * d) + np.cos(gz * d)) / 3
    total = np.sum(shape**2 * np.exp(-sigma**2 * g2) / g2)
    return coulomb * 2 * np.pi * q**2 / (eps * L**3) * total


def isolated_energy():
    sites = d * np.vstack([np.eye(3), -np.eye(3)])
    total = 0.0
    for r1 in sites:
        for r2 in sites:
            r = np.linalg.norm(r1 - r2)
            total += (erf(r / (2 * sigma)) / r if r > 0
                      else 1 / (sigma * np.sqrt(np.pi)))
    return coulomb * (q / 6)**2 * total / (2 * eps)


def madelung(eta):
    n = 8
    i, j, k = integer_grid(n)
    r2 = i**2 + j**2 + k**2
    r2[n, n, n] = np.inf
    g2 = 4 * np.pi**2 * r2
    recip = 4 * np.pi * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    r = np.sqrt(r2)
    real = np.sum(erfc(eta * r) / r)
    return -(recip + real - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


def quartic_lattice_constant(n=40):
    # coefficient of x^4+y^4+z^4-3r^4/5 in the image potential for L = 1
    i, j, k = integer_grid(n)
    r2 = i**2 + j**2 + k**2
    r2[n, n, n] = np.inf
    harmonic = (i**4 + j**4 + k**4) / r2**2 - 0.6
    return 175 / 48 * np.sum(np.where(r2 <= n**2, harmonic / r2**2.5, 0))


# Electrostatic expansion against full periodic sums
alpha = madelung(2.0)
assert abs(alpha - madelung(3.0)) < 1e-11
C4 = quartic_lattice_constant()
E_inf = isolated_energy()
a = -coulomb * q**2 * alpha / (2 * eps)
Q = q * (d**2 + 3 * sigma**2)
b = 2 * np.pi * coulomb * q * Q / (3 * eps)
M4 = q * 0.4 * d**4
c = coulomb * q * C4 * M4 / eps
c_numeric = (periodic_energy(40.) - E_inf - a / 40 - b / 40**3) * 40**5
assert abs(c_numeric / c - 1) < 0.01   # higher powers remain at L = 40

# Closed three-size forms against a numerical least-squares solution
for sizes in [(2, 3, 4), (3, 4, 5), (2, 3, 5), (2.2, 3.7, 7.1)]:
    x = 1 / np.array(sizes, float)
    closed = []
    for i in range(3):
        j, k = [m for m in range(3) if m != i]
        closed.append(x[j] * x[k] * (x[j] + x[k])
                      / ((x[j] - x[i]) * (x[k] - x[i]) * x.sum()))
    assert np.allclose(closed, fit(design(sizes), np.eye(3))[0], atol=1e-9)
    bias = (x.prod() * (x[0] + x[1]) * (x[0] + x[2]) * (x[1] + x[2])
            / x.sum())
    assert abs(fit(design(sizes), x**5)[0] / bias - 1) < 1e-8
middle = 200
large_ratio = (np.linalg.norm(intercept_weights([199, 200, 201]))
               / (np.sqrt(6) / 3 * middle**2))
assert abs(large_ratio - 1) < 1e-3

# Units, geometry, worst case, and effect of an added size
L4 = lattice * np.array([2., 3., 4., 5.])
L3 = L4[:3]
X3, X4 = design(L3), design(L4)
w3, w4 = intercept_weights(L3), intercept_weights(L4)
for L, X, w in [(L3, X3, w3), (L4, X4, w4)]:
    ones = np.ones(len(L))
    outside = ones - X[:, 1:] @ fit(X[:, 1:], ones)
    assert abs(np.linalg.norm(w) * np.linalg.norm(outside) - 1) < 1e-9
    assert np.allclose(fit(design(L / bohr), np.eye(len(L)))[0], w, atol=1e-8)
    worst = fit(X, noise * np.sign(w))[0]
    assert abs(worst - noise * np.abs(w).sum()) < 1e-10
    exact_data = X @ np.array([E_inf, a, b])
    assert abs(fit(X, exact_data)[0] - E_inf) < 1e-10
rng = np.random.default_rng(7)
for _ in range(200):
    L = np.cumsum(rng.uniform(0.5, 2, 4)) + 1
    full = np.linalg.norm(intercept_weights(L))
    for drop in range(4):
        part = np.linalg.norm(intercept_weights(np.delete(L, drop)))
        assert full <= part * (1 + 1e-8)
w345 = intercept_weights(L4[1:])
assert w4 @ L4**-5 > w345 @ L4[1:]**-5   # small cell raises the bias

# Four-size fit as an average of three-size fits; its single residual
energies = np.array([periodic_energy(L) for L in L4])
errors = np.array([6., -8., 9., -5.]) * 1e-3
noisy = energies + errors
Xs = design(L4 / L4.min())
triples = list(combinations(range(4), 3))
dets2 = np.array([np.linalg.det(Xs[list(s)])**2 for s in triples])
shares = dets2 / dets2.sum()
triple_fits = np.array([fit(Xs[list(s)], noisy[list(s)])[0] for s in triples])
fit4 = fit(X4, noisy)
assert abs(shares @ triple_fits - fit4[0]) < 1e-9
u = np.array([(-1)**i * np.linalg.det(np.delete(Xs, i, axis=0))
              for i in range(4)])
u /= np.linalg.norm(u)
misfit = abs(u @ noisy)
assert abs(misfit - np.linalg.norm(noisy - X4 @ fit4)) < 1e-10


def fixed_a_terms(L):
    X = design(L)
    wf = np.linalg.pinv(X[:, [0, 2]])[0]
    sigma_a = noise * np.linalg.norm(np.linalg.pinv(X)[1])
    return wf, wf @ X[:, 1], sigma_a


# Monte Carlo tests of noise propagation, break-even point and coverage
draws = 200000
for L, X, w in [(L3, X3, w3), (L4, X4, w4)]:
    wf, g, sigma_a = fixed_a_terms(L)
    truth = X @ np.array([E_inf, a, b])
    data = truth[:, None] + noise * rng.standard_normal((len(L), draws))
    coef = fit(X, data)
    predicted = noise * np.linalg.norm(w)
    assert abs(coef[0].std() / predicted - 1) < 0.01
    for factor in (0.5, 1.0, 1.5):
        shifted = data - ((a + factor * sigma_a) * X[:, 1])[:, None]
        fixed = fit(X[:, [0, 2]], shifted)[0]
        rms = np.sqrt(np.mean((fixed - E_inf)**2))
        if factor == 1.0:
            assert abs(rms / predicted - 1) < 0.01
        else:
            assert (rms < predicted) == (factor < 1)
    tau = 0.05 * abs(a)
    rows = np.vstack([X / noise, [0, 1 / tau, 0]])
    prior_var = np.linalg.inv(rows.T @ rows)[0, 0]
    formula = noise**2 * wf @ wf + g**2 / (1 / sigma_a**2 + 1 / tau**2)
    assert abs(prior_var / formula - 1) < 1e-7
spread = np.linalg.norm(data - X4 @ coef, axis=0) * np.linalg.norm(w4)
t95 = student_t.ppf(0.975, 1)
cover_t = np.mean(np.abs(coef[0] - E_inf) < t95 * spread)
cover_normal = np.mean(np.abs(coef[0] - E_inf) < 1.96 * spread)
assert abs(cover_t - 0.95) < 0.004
assert abs(cover_normal - 2 / np.pi * np.arctan(1.96)) < 0.006

# Bias formula on full periodic energies, where higher powers are small
L_big = 2 * L3
E_big = np.array([periodic_energy(L) for L in L_big])
bias_big = fit(design(L_big), E_big)[0] - E_inf
assert abs(bias_big / (c * (w3 @ L_big**-5)) - 1) < 0.03

# Worked example
print(f"charge {q:.0f} e, eps {eps:.0f}, d {d:.1f} A, sigma {sigma:.1f} A, "
      f"lattice constant {lattice:.1f} A")
print(f"k = {coulomb:.5f} eV A; alpha = {alpha:.6f}; C4 = {C4:.4f}")
print(f"Q = {Q:.3f} e A^2; M4 = {M4:.3f} e A^4")
print(f"exact E_inf = {E_inf:.5f} eV; a = {a:.4f} eV A")
print(f"b = {b:.3f} eV A^3; c = {c:.2f} eV A^5")
print(f"c from periodic sum at L = 40 A: {c_numeric:.2f} eV A^5")
for L, E, err in zip(L4, energies, errors):
    print(f"L {L:.0f} A: E {E:.5f} eV, chosen error {1e3*err:+.0f} meV, "
          f"noisy E {E+err:.5f} eV")
print("weights, 3 sizes:", np.round(w3, 4))
print("weights, 4 sizes:", np.round(w4, 4))
for name, X, L in [("3 sizes", X3, L3), ("4 sizes", X4, L4)]:
    print(f"condition number, {name}: L in A {np.linalg.cond(X):.3g}, "
          f"in bohr {np.linalg.cond(design(L/bohr)):.3g}, "
          f"scaled {np.linalg.cond(design(L/L.min())):.3g}")
print(f"assumed noise s = {1e3*noise:.0f} meV; table by L/lattice constant:")
for sizes in [(2, 3, 4), (3, 4, 5), (2, 3, 5), (2, 4, 6),
              (2, 3, 4, 5), (3, 4, 5, 6)]:
    L = lattice * np.array(sizes, float)
    w = intercept_weights(L)
    wf = fixed_a_terms(L)[0]
    print(f"{sizes}: |w|2 {np.linalg.norm(w):.3f}, |w|1 "
          f"{np.abs(w).sum():.3f}, noise {1e3*noise*np.linalg.norm(w):.1f} "
          f"meV, c-bias {1e3*c*(w @ L**-5):.2f} meV, "
          f"fixed-a |w'|2 {np.linalg.norm(wf):.3f}")
print(f"|w|2 over large-m law at m = 200: {large_ratio:.6f}")
for name, X, L in [("3 sizes", X3, L3), ("4 sizes", X4, L4)]:
    n = len(L)
    wf, g, sigma_a = fixed_a_terms(L)
    clean = fit(X, energies[:n])[0] - E_inf
    free = fit(X, noisy[:n])
    a0 = a / 1.05
    tau = 0.05 * abs(a)
    right = wf @ noisy[:n] - g * a - E_inf
    wrong = wf @ noisy[:n] - g * a0 - E_inf
    rows = np.vstack([X / noise, [0, 1 / tau, 0]])
    prior = fit(rows, np.append(noisy[:n] / noise, a0 / tau))
    prior_sd = np.sqrt(np.linalg.inv(rows.T @ rows)[0, 0])
    print(f"{name}, no noise: intercept error {1e3*clean:.2f} meV")
    print(f"{name}, free fit: E_inf {free[0]:.5f} eV, a {free[1]:.3f} eV A, "
          f"b {free[2]:.1f} eV A^3, error {1e3*(free[0]-E_inf):.1f} meV")
    print(f"{name}, fixed a: error {1e3*right:.1f} meV; with eps 5% too "
          f"large {1e3*wrong:.1f} meV")
    print(f"{name}, prior a0 {a0:.4f}, tau {tau:.4f} eV A: error "
          f"{1e3*(prior[0]-E_inf):.1f} meV, predicted sd "
          f"{1e3*prior_sd:.1f} meV")
    print(f"{name}: g {g:.5f} 1/A, sigma_a {sigma_a:.4f} eV A, "
          f"break-even error of a {100*sigma_a/abs(a):.1f} %")
print("three-size subsets (L/lattice constant), share, intercept:")
for s, share, value in zip(triples, shares, triple_fits):
    print(f"{tuple(int(i + 2) for i in s)}: {share:.4f}, {value:.5f} eV")
print("residual direction u:", np.round(u, 4))
print(f"4-size misfit {1e3*misfit:.2f} meV; part from c term "
      f"{1e3*abs(c*(u @ L4**-5)):.3f} meV")
print(f"t factor {t95:.3f}; 95% half-width "
      f"{1e3*t95*misfit*np.linalg.norm(w4):.0f} meV")
print(f"simulated coverage: t factor {100*cover_t:.1f} %, "
      f"factor 1.96 {100*cover_normal:.1f} %")
print("verified")
```

It prints:

```
charge 2 e, eps 10, d 2.0 A, sigma 0.7 A, lattice constant 4.0 A
k = 14.39965 eV A; alpha = 2.837297; C4 = 7.7706
Q = 10.940 e A^2; M4 = 12.800 e A^4
exact E_inf = 1.18276 eV; a = -8.1712 eV A
b = 65.987 eV A^3; c = 286.45 eV A^5
c from periodic sum at L = 40 A: 286.63 eV A^5
L 8 A: E 0.30005 eV, chosen error +6 meV, noisy E 0.30605 eV
L 12 A: E 0.54119 eV, chosen error -8 meV, noisy E 0.53319 eV
L 16 A: E 0.68844 eV, chosen error +9 meV, noisy E 0.69744 eV
L 20 A: E 0.78254 eV, chosen error -5 meV, noisy E 0.77754 eV
weights, 3 sizes: [ 1.0769 -6.2308  6.1538]
weights, 4 sizes: [ 0.6968 -3.1192  0.1369  3.2855]
condition number, 3 sizes: L in A 9.23e+03, in bohr 6.21e+04, scaled 54.1
condition number, 4 sizes: L in A 6.78e+03, in bohr 4.56e+04, scaled 33.9
assumed noise s = 10 meV; table by L/lattice constant:
(2, 3, 4): |w|2 8.823, |w|1 13.462, noise 88.2 meV, c-bias 3.92 meV, fixed-a |w'|2 0.925
(3, 4, 5): |w|2 14.560, |w|1 22.787, noise 145.6 meV, c-bias 0.83 meV, fixed-a |w'|2 1.111
(2, 3, 5): |w|2 4.589, |w|1 7.097, noise 45.9 meV, c-bias 2.81 meV, fixed-a |w'|2 0.875
(2, 4, 6): |w|2 4.698, |w|1 6.818, noise 47.0 meV, c-bias 1.32 meV, fixed-a |w'|2 0.773
(2, 3, 4, 5): |w|2 4.586, |w|1 7.238, noise 45.9 meV, c-bias 2.83 meV, fixed-a |w'|2 0.706
(3, 4, 5, 6): |w|2 7.237, |w|1 12.170, noise 72.4 meV, c-bias 0.62 meV, fixed-a |w'|2 0.818
|w|2 over large-m law at m = 200: 1.000047
3 sizes, no noise: intercept error 4.91 meV
3 sizes, free fit: E_inf 1.29936 eV, a -10.192 eV A, b 143.7 eV A^3, error 116.6 meV
3 sizes, fixed a: error -0.8 meV; with eps 5% too large -23.5 meV
3 sizes, prior a0 -7.7821, tau 0.4086 eV A: error -13.9 meV, predicted sd 24.7 meV
3 sizes: g 0.05812 1/A, sigma_a 1.5098 eV A, break-even error of a 18.5 %
4 sizes, no noise: intercept error 3.49 meV
4 sizes, free fit: E_inf 1.20019 eV, a -8.563 eV A, b 89.9 eV A^3, error 17.4 meV
4 sizes, fixed a: error -3.1 meV; with eps 5% too large -23.5 meV
4 sizes, prior a0 -7.7821, tau 0.4086 eV A: error -16.0 meV, predicted sd 20.6 meV
4 sizes: g 0.05244 1/A, sigma_a 0.8640 eV A, break-even error of a 10.6 %
three-size subsets (L/lattice constant), share, intercept:
(2, 3, 4): 0.1900, 1.29936 eV
(2, 3, 5): 0.6371, 1.19793 eV
(2, 4, 5): 0.1704, 1.10077 eV
(3, 4, 5): 0.0025, 1.01838 eV
residual direction u: [-0.0504  0.4128 -0.7982  0.4358]
4-size misfit 13.16 meV; part from c term 0.145 meV
t factor 12.706; 95% half-width 767 meV
simulated coverage: t factor 94.9 %, factor 1.96 69.9 %
verified
```
